\section*{Forward flux sampling of macrospin reversal tested against Brown's high-barrier rate}

\section{Reversal rate of a uniaxial macrospin}

A rigid magnetic moment with direction $\mathbf m$, $|\mathbf m|=1$, has energy $E=-KVm_z^2$ and reduced barrier $\Delta=KV/(k_BT)$. No bias field acts. Forward flux sampling (FFS) obtains its up-to-down reversal rate as
\begin{equation}
k=\Phi_0\prod_{i=0}^{n-1}P_i ,
\label{ffs}
\end{equation}
where $\Phi_0$ is the flux out of the upper well through a first interface $m_z=z_0$, and $P_i$ is the probability of going on from interface $z_i$ to $z_{i+1}$ before returning to the well. For $\Delta\gg1$ the rate is
\begin{equation}
k=\frac{\alpha\gamma\mu_0H_K}{1+\alpha^2}\sqrt{\frac{\Delta}{\pi}}\,e^{-\Delta}
\left[1-\frac1\Delta-\frac{3}{4\Delta^2}+O(\Delta^{-3})\right],
\label{brown}
\end{equation}
with damping $\alpha$, gyromagnetic ratio $\gamma>0$ and $\mu_0H_K=2K/M_s$. The factor before the bracket is Brown's one-way rate $k_{\rm Br}$. At $\Delta=20$, FFS gives $0.92\pm0.05$ times $k_{\rm Br}$, while the exact ratio is $0.948$. Errors quoted with $\pm$ are one standard error.

\section{From the spin equation to a diffusion in $m_z$}

The field from the energy is $-(M_sV)^{-1}\partial E/\partial\mathbf m=\mu_0H_K m_z\mathbf e_z$. In reduced time $s=\gamma\mu_0H_Kt/(1+\alpha^2)$ the stochastic Landau--Lifshitz--Gilbert equation, read in the Stratonovich sense, is
\begin{equation}
\frac{d\mathbf m}{ds}=-\mathbf m\times(\mathbf h+\mathbf b)
-\alpha\,\mathbf m\times[\mathbf m\times(\mathbf h+\mathbf b)],
\qquad \mathbf h=m_z\mathbf e_z ,
\label{llg}
\end{equation}
with white noise $\langle b_i(s)b_j(s')\rangle=2D_b\delta_{ij}\delta(s-s')$. Rates below are per unit $s$ unless a unit is given.

Write $z=m_z$. The precession term $-\mathbf m\times\mathbf h$ has no $z$ component. Since $\mathbf m\times(\mathbf m\times\mathbf h)=\mathbf m(\mathbf m\cdot\mathbf h)-\mathbf h$, damping gives $\dot z=\alpha z(1-z^2)$.

The noise enters as $\dot m_k=\sum_i g_{ki}b_i$ with $g_{ki}=-(\mathbf m\times\mathbf e_i)_k+\alpha(\delta_{ki}-m_km_i)$. For $k=z$,
\begin{equation}
g_{zx}=m_y-\alpha zm_x,\quad g_{zy}=-m_x-\alpha zm_y,\quad g_{zz}=\alpha(1-z^2).
\end{equation}
The cross terms cancel in the sum of squares:
\begin{equation}
\sum_i g_{zi}^2=(1-z^2)\left[1+\alpha^2z^2+\alpha^2(1-z^2)\right]=(1+\alpha^2)(1-z^2).
\end{equation}
The Stratonovich rule evaluates $g$ at the midpoint of a step, where it differs from its initial value by half the increment. This correlates $g$ with the noise and adds the mean drift $D_b\sum_{ij}g_{ji}\partial_jg_{zi}$. Differentiating the three coefficients gives
\begin{equation}
\sum_{ij}g_{ji}\partial_jg_{zi}=g_{yx}-g_{xy}-\alpha\sum_i g_{zi}m_i-\alpha z\sum_i g_{ii}.
\end{equation}
Here $g_{yx}-g_{xy}=-2z$, the second sum vanishes because $g$ acting on $\mathbf m$ is zero, and the trace is $2\alpha$. The total is $-2(1+\alpha^2)z$. With $D=(1+\alpha^2)D_b$, $z$ therefore has drift $\alpha z(1-z^2)-2Dz$ and variance rate $2D(1-z^2)$. Its probability density $P(z,s)$ obeys
\begin{align}
\partial_sP&=-\partial_z\{[\alpha z(1-z^2)-2Dz]P\}+\partial_z^2[D(1-z^2)P]\nonumber\\
&=\partial_z\{(1-z^2)[D\,\partial_zP-\alpha zP]\},
\label{fp}
\end{align}
since $\partial_z[D(1-z^2)P]=D(1-z^2)\partial_zP-2DzP$ cancels the noise drift. The zero-flux solution is $e^{\alpha z^2/(2D)}$. It must equal the Boltzmann factor $e^{\Delta z^2}$, so
\begin{equation}
D=\frac{\alpha}{2\Delta},\qquad D_b=\frac{\alpha}{2\Delta(1+\alpha^2)} .
\end{equation}
The azimuth has dropped out. This closure in $z$ rests on the axial symmetry of the energy.

\section{Exact flux, probabilities and rate}

Let basin A be $z\ge z_A$ and basin B be $z\le-z_A$. Define
\begin{equation}
W(a,b)=\int_a^b\frac{e^{-\Delta z^2}}{1-z^2}\,dz,\qquad Z=\int_{-1}^1e^{\Delta z^2}dz .
\end{equation}
Consider equilibrium, and let $\rho(z)$ be the density of spins that have visited A more recently than a target level $c<z_A$. It equals $e^{\Delta z^2}/Z$ at $z_A$ and vanishes at $c$. Between them the downward flux $J$ is constant. From Eq.~(\ref{fp}),
\begin{equation}
J=D(1-z^2)e^{\Delta z^2}\frac{d}{dz}\left(e^{-\Delta z^2}\rho\right).
\end{equation}
Dividing by the prefactor of the derivative and integrating from $c$ to $z_A$ gives $1/Z=(J/D)W(c,z_A)$. This $J$ counts passages from A to $c$ per unit of total time. By symmetry, A was the last basin visited during half of that time, so the flux per unit time belonging to A is $2J$:
\begin{equation}
\Phi_0=\frac{2D}{Z\,W(z_0,z_A)},\qquad k=\frac{2D}{Z\,W(-z_A,z_A)} .
\label{exact}
\end{equation}

The probability $q(z)$ of reaching $z_{i+1}$ before A satisfies the backward equation $[(1-z^2)e^{\Delta z^2}q']'=0$, with $q(z_{i+1})=1$ and $q(z_A)=0$. Hence $q'$ is proportional to the integrand of $W$, and
\begin{equation}
P_i=q(z_i)=\frac{W(z_i,z_A)}{W(z_{i+1},z_A)} .
\label{pi}
\end{equation}
In the product (\ref{ffs}) every intermediate $W$ cancels. With $z_n=-z_A$ the result is the second part of Eq.~(\ref{exact}), whatever the inner interfaces are.

The basin edge does matter if pushed too far: $W(-z_A,z_A)$ diverges logarithmically as $z_A\to1$, because a diffusing spin does not hit the single point $m_z=-1$. The edge used here lies $2k_BT$ above the well bottom, $z_A^2=1-2/\Delta$.

\section{The high-barrier limit}

With $u=1-z^2$,
\begin{align}
Z&=e^\Delta\int_0^1\frac{e^{-\Delta u}}{\sqrt{1-u}}\,du
=e^\Delta\int_0^\infty e^{-\Delta u}\left(1+\frac u2+\frac{3u^2}{8}+\dots\right)du\nonumber\\
&=\frac{e^\Delta}{\Delta}\left(1+\frac1{2\Delta}+\frac3{4\Delta^2}+\dots\right).
\end{align}
The barrier integral is dominated by $z=0$. Expanding $1/(1-z^2)$ and using the Gaussian averages $\langle z^2\rangle=1/(2\Delta)$ and $\langle z^4\rangle=3/(4\Delta^2)$,
\begin{equation}
W(-z_A,z_A)=\sqrt{\frac\pi\Delta}\left(1+\frac1{2\Delta}+\frac3{4\Delta^2}+\dots\right).
\end{equation}
Extending the limits costs terms exponentially small in $\Delta$. Both brackets equal $1+\epsilon$, and
\begin{equation}
(1+\epsilon)^{-2}=1-2\epsilon+3\epsilon^2-\dots=1-\frac1\Delta-\frac{3}{2\Delta^2}+\frac{3}{4\Delta^2}+\dots
\end{equation}
Since $2D\Delta=\alpha$, the prefactor is $\alpha\sqrt{\Delta/\pi}\,e^{-\Delta}$. Multiplication by $ds/dt$ gives Eq.~(\ref{brown}). Half of the $1/\Delta$ reduction comes from the extra population of the well and half from the extra resistance of the barrier.

The next terms of both brackets are $15/(8\Delta^3)$, from $5u^3/16$ and from $\langle z^6\rangle$. They give $-2/\Delta^3$ in the rate. The effective second coefficient at $\Delta=60$ should thus be near $-0.75-2/60=-0.783$; quadrature gives $-0.786$.

When relaxation inside a well is much faster than reversal, the populations obey $\dot n_A=-kn_A+kn_B$ and $\dot n_B=kn_A-kn_B$. Their difference decays at rate $2k$. Diagonalizing the operator of Eq.~(\ref{fp}) tests this. Half its lowest nonzero eigenvalue exceeds $k$ by $1.2\%$ at $\Delta=6$. At $\Delta=20$ the two agree within the error of the 800-cell grid, about $0.04\%$. A one-way rate must be doubled before comparison with a relaxation rate.

\section{The sampling algorithm}

Equation~(\ref{ffs}) is a counting identity. Each passage from A to B has a first arrival at every interface since leaving A. If $N_i$ such arrivals occur at $z_i$, then $P_i=N_{i+1}/N_i$ in the long-time limit, and the product telescopes to the number of arrivals in B. No equilibrium distribution between the basins is needed.

Each time step $\delta$ draws the components of $\mathbf b$ from a Gaussian of variance $2D_b/\delta$. With $\mathbf f$ the right side of Eq.~(\ref{llg}), the Heun step is
\begin{equation}
\tilde{\mathbf m}=\mathbf m+\delta\,\mathbf f(\mathbf m,\mathbf b),\qquad
\mathbf m'=\mathbf m+\frac\delta2\left[\mathbf f(\mathbf m,\mathbf b)+\mathbf f(\tilde{\mathbf m},\mathbf b)\right],
\end{equation}
followed by normalization of $\mathbf m'$. Using the same $\mathbf b$ twice realizes the Stratonovich rule. The procedure is as follows.
\begin{enumerate}
\item Equilibrate spins in A and continue the run. Store the full vector $\mathbf m$ at each first observed crossing of $z_0$ after a visit to A. The number of crossings divided by the spin time is $\Phi_0$.
\item If a spin reaches B in this run, rotate it by $\pi$ about $x$. A proper rotation preserves the cross products in Eq.~(\ref{llg}), the energy is even in $m_z$, and the noise is isotropic, so the spin continues as a valid arrival in A.
\item Draw starting states with replacement from the stored set. Run each with fresh noise until it is in A or beyond the next interface. The successful fraction is $P_i$, and the successful end states form the next set.
\item Repeat until B is reached. A state already beyond the next interface counts as an immediate success.
\end{enumerate}
Interfaces are placed by energy, which requires no knowledge of the rate. The first lies $4k_BT$ above the well bottom. Further ones follow in equal energy steps of at most $1.3k_BT$ up to $0.6k_BT$ below the top, and the last two are $z=0$ and $z=-z_A$.

\section{Statistical error}

\subsection{Absence of sampling bias}

Let $u(\mathbf m)$ be the probability of reaching B before A. If $M$ trials start from a stored set, the successful fraction times the mean of $u$ over the successes is $M^{-1}\sum_{\rm successes}u$. Its expectation is the mean of $u$ over the starting states, by the Markov property. Drawing with replacement preserves that mean. Working back from B, the expectation of the whole product equals that of the sum of $u$ over the crossings of $z_0$, divided by the basin time. This is the rate, for a stationary basin run. An extinct set contributes zero and must be kept. The argument concerns the product; its logarithm is biased at finite $M$.

\subsection{Variance and interface spacing}

If the stages are treated as independent, each with $N$ trials in all, $\mathrm{var}\,\hat P_i=P_i(1-P_i)/N$, and to leading order
\begin{equation}
\left(\frac{\sigma_k}{k}\right)^2\simeq\sum_i\frac{1-P_i}{NP_i} .
\label{var}
\end{equation}
For equal probabilities $p$ and a fixed total number of trials $M_{\rm tot}=nN$, let $L=n\ln(1/p)$ be the fixed logarithm of the rarity. Then
\begin{equation}
\left(\frac{\sigma_k}{k}\right)^2=\frac{n^2(1-p)}{M_{\rm tot}\,p}
=\frac{L^2}{M_{\rm tot}}\frac{1-p}{p\ln^2p} .
\end{equation}
Setting the logarithmic derivative to zero gives $\ln p=-2(1-p)$, or $p\simeq0.20$. At $p=0.3$ the variance is only $4\%$ larger, so the spacing is not critical when all trials cost the same. At high barriers $L$ approaches $\Delta$ to leading order, so the number of trials for a given relative error then grows as $\Delta^2$. The waiting time of a direct simulation grows as $e^\Delta/\sqrt\Delta$.

Equation~(\ref{var}) omits the noise of $\Phi_0$ and the correlations due to shared ancestors. Both are included if $R$ complete replicas, each with its own flux and stored sets, give rates $k_r$:
\begin{equation}
\bar k=\frac1R\sum_rk_r,\qquad
\sigma_{\bar k}^2=\frac{1}{R(R-1)}\sum_r(k_r-\bar k)^2 .
\end{equation}

\section{Time-step error}

\subsection{Distribution in the well}

Near $m_z=1$ the transverse component $c=m_x+im_y$ obeys $\dot c=-(\alpha-i)c$ plus noise. With $v=(\alpha-i)\delta$, the Heun step multiplies $c$ by $1-v+v^2/2$ and the noise by $1-v/2$. Balancing gain and loss of $\langle|c|^2\rangle$ gives its ratio to the continuous-time value:
\begin{equation}
S=\frac{2\alpha\delta\,|1-v/2|^2}{1-|1-v+v^2/2|^2} .
\end{equation}
For $\alpha=0.2$ and $\delta=0.05$ this is $0.0200\times0.99065/0.019824=0.9994$. If the deficit acted as a lower temperature all the way to the barrier top, the rate at $\Delta=20$ would fall by about $20\times0.0006$, or $1\%$. This estimate is incomplete. It treats the whole climb as if it took place at the well bottom, and $S-1\simeq-\delta^2/4$ here is of second order, whereas the complete Heun step, with normalization and all nonlinear terms, also has an error of first order in $\delta$. By axial symmetry that step is a Markov chain in $z$, and the slowest relaxation eigenvalue of its transition operator gives the rate. At $\Delta=20$ it lies $1.8\%$, $0.83\%$ and $0.39\%$ below the continuous-time value for $\delta=0.05$, $0.025$ and $0.0125$, so the first-order term dominates. At $\delta=0.05$ the stationary $\langle1-m_z^2\rangle$ of the chain is $0.13\%$ low, twice the linear deficit. The simulated $\langle1-m_z^2\rangle$ at $\Delta=20$ is $0.05159$ against the Boltzmann value $0.05145$, which checks the noise strength but does not resolve so small a shift.

At $\alpha=0$ the multiplier has squared modulus $(1-\delta^2/2)^2+\delta^2=1+\delta^4/4$, a spurious growth. Damping removes $2\alpha\delta$ per step, so at weak damping a correct distribution in the well requires $\delta^3\ll8\alpha$. The rate is more sensitive, because a relative error in temperature is multiplied by $\Delta$ in the exponent. The safer condition for this error is $\Delta\,\delta^3\ll8\alpha$.

\subsection{Discrete observation}

An excursion that touches $z_0$ and retreats between two observations is missed, and so is a brief return to A, after which the next crossing of $z_0$ is not counted. Both make the measured flux too low; the missed returns to A supply roughly a sixth of the deficit here. At $\Delta=20$ the continuous-time flux is $0.0243$. Observation at every step gives $0.0192$, and observation of the same trajectories at every fourth step gives $0.0155$, deficits of $21\%$ and $36\%$.

The stored states lie beyond the interface, which favours success, but the next interface is also observed only at discrete times, which works against it. On the steep part of the climb the two effects nearly cancel; the excess appears near the top. This is clearest at $z=0$, where symmetry demands $P=\frac12$ for a start on the interface, while the sampled value is $0.530$ with a binomial error of $0.004$. Near the top, Eq.~(\ref{pi}) gives $P\simeq\frac12+|z|\sqrt{\Delta/\pi}$, so the mean overshoot is about $0.030\times\sqrt{\pi/20}=0.012$. The root-mean-square step there is $\sqrt{2D\delta}=0.022$, which is of the expected size.

The product of the sampled probabilities is $4.99\times10^{-8}$. Its continuous-time value is $k/\Phi_0=9.858\times10^{-10}/0.0243=4.06\times10^{-8}$. The excess factor $1.23$ offsets the flux factor $0.79$, leaving $0.97$. The counting identity holds for the discrete dynamics when the overshooting states are carried forward. Combining a discretely measured flux with continuous-time probabilities would retain the $21\%$ error.

\section{Worked example at three barriers}

The model parameters are $\alpha=0.2$, $\mu_0H_K=0.5$~T and $T=300$~K. One reduced time unit is $11.81$~ps and one step is $0.59$~ps. There are $20$ replicas with $800$ trials per interface, hence $N=16\,000$. The reduced rates are
\begin{center}
\begin{tabular}{cccc}
$\Delta$ & FFS & exact & Brown\\
6 & $(5.49\pm0.13)\times10^{-4}$ & $5.54\times10^{-4}$ & $6.85\times10^{-4}$\\
10 & $(1.40\pm0.05)\times10^{-5}$ & $1.44\times10^{-5}$ & $1.62\times10^{-5}$\\
20 & $(9.6\pm0.5)\times10^{-10}$ & $9.86\times10^{-10}$ & $10.40\times10^{-10}$
\end{tabular}
\end{center}
All three FFS values lie within one standard error of the exact rate. All three are also low. The sample is too small to resolve a bias, although the time-step error found above, $1.8\%$ at $\Delta=20$, acts in this direction.

At $\Delta=6$ reversals can be counted directly in the basin run: $231$ events give $(5.8\pm0.4)\times10^{-4}$, in agreement with FFS. This comparison uses no rate theory, although both estimates share the basin trajectories.

Brown's leading formula exceeds the FFS value by about $10$ standard errors at $\Delta=6$ and $5$ at $\Delta=10$. There the sampling resolves the finite-barrier correction. At $\Delta=20$ the difference is $1.5$ standard errors, so this sample cannot distinguish $k_{\rm Br}$ from the corrected rate. The series in Eq.~(\ref{brown}) gives $0.813$, $0.893$ and $0.948$ for the three ratios $k/k_{\rm Br}$; quadrature gives $0.808$, $0.889$ and $0.948$.

For the rare case, $\Delta=20$, Brown's rate is
\begin{equation}
k_{\rm Br}=0.2\times\sqrt{20/\pi}\times e^{-20}=1.040\times10^{-9}.
\end{equation}
Division by the time unit gives $88.1$~s$^{-1}$. The FFS rate is
\begin{equation}
k=\frac{9.61\times10^{-10}}{11.81\times10^{-12}\ {\rm s}}=81\pm5\ {\rm s}^{-1},
\end{equation}
against an exact $83.5$~s$^{-1}$. The mean waiting time is $12$~ms, although no simulated trial needs to last remotely that long.

The fourteen stage probabilities run from $0.22$ to $0.53$. Inserted in Eq.~(\ref{var}) they give $\sqrt{33.3/16\,000}=4.6\%$. The replicas give $5.5\%$. For Gaussian scatter, an error estimated from $20$ replicas is itself uncertain by about $1/\sqrt{38}=16\%$ of its value, so the excess is not evidence of strong ancestral correlation.

FFS used $3.8\times10^7$ spin steps. A direct simulation needs $1/(k\delta)=2.1\times10^{10}$ steps per reversal and, with Poisson counting, $1/0.055^2\simeq330$ reversals for the same relative error. That is $6.9\times10^{12}$ steps, a factor $1.8\times10^5$ more. The numerical output lists every interface.

\section{Range of the comparison}

The reference rate assumes one rigid moment and an axial energy. A transverse field or a second anisotropy axis couples $m_z$ to the azimuth; Eqs.~(\ref{fp})--(\ref{pi}) then fail, and the dependence on $\alpha$ need no longer be the simple prefactor found here. A bias field along the axis keeps the closure in $z$ but removes the factor $\frac12$ for the time belonging to A and the rotation used in the basin run. Non-uniform reversal requires more variables and a different energy. The counting identity survives these changes for Markovian dynamics, provided that full states are stored and each passage to B must cross the interfaces in order. The variance estimate (\ref{var}) may not survive: if states on one interface have very different chances of success, a few ancestors dominate, and the scatter between replicas must be used instead.

\section*{Computed values}
\begin{verbatim}
damping alpha = 0.2, mu0*H_K = 0.5 T, T = 300 K
reduced time unit = 11.812 ps, time step = 0.05 units = 0.591 ps
replicas = 20, trials per interface and replica = 800
Delta=60: exact/Brown = 0.98312, 1/Delta^2 coefficient = -0.786
--- Delta = 6, zA = 0.8165, z0 = 0.5774 (rates per reduced time)
mean 1-mz^2: simulated 0.19234, Boltzmann 0.19229
FFS rate = 5.489e-04 +- 1.3e-05 (standard error)
exact rate = 5.5354e-04, half eigenvalue = 5.6024e-04
Brown rate = 6.8512e-04, exact/Brown = 0.8079, FFS/Brown = 0.801
direct count: 231 reversals, rate = 5.775e-04 +- 3.8e-05
--- Delta = 10, zA = 0.8944, z0 = 0.7746 (rates per reduced time)
mean 1-mz^2: simulated 0.10689, Boltzmann 0.10727
FFS rate = 1.401e-05 +- 4.6e-07 (standard error)
exact rate = 1.4403e-05, half eigenvalue = 1.4412e-05
Brown rate = 1.6200e-05, exact/Brown = 0.8891, FFS/Brown = 0.865
--- Delta = 20, zA = 0.9487, z0 = 0.8944 (rates per reduced time)
mean 1-mz^2: simulated 0.05159, Boltzmann 0.05145
FFS rate = 9.614e-10 +- 5.3e-11 (standard error)
exact rate = 9.8583e-10, half eigenvalue = 9.8621e-10
Brown rate = 1.0401e-09, exact/Brown = 0.9478, FFS/Brown = 0.924
Delta=20 flux through z0: continuous 0.02430, every step 0.01922, every 4 steps 0.01550
Delta=20 interfaces: from z, to z, FFS probability, continuous-time
  0.8944   0.8578   0.3208   0.3181
  0.8578   0.8196   0.3277   0.3308
  0.8196   0.7794   0.3166   0.3237
  0.7794   0.7371   0.3116   0.3135
  0.7371   0.6922   0.3007   0.3041
  0.6922   0.6442   0.2968   0.2959
  0.6442   0.5923   0.2928   0.2885
  0.5923   0.5354   0.2826   0.2812
  0.5354   0.4717   0.2807   0.2730
  0.4717   0.3979   0.2668   0.2624
  0.3979   0.3069   0.2484   0.2456
  0.3069   0.1732   0.2166   0.2067
  0.1732   0.0000   0.3054   0.2864
  0.0000  -0.9487   0.5295   0.5000
Delta=20 product of FFS probabilities = 4.990e-08
Delta=20 magnetic moment = 3.314e-19 A m^2
Delta=20 FFS rate = 81.4 +- 4.5 s^-1
Delta=20 exact rate = 83.46 s^-1, Brown rate = 88.05 s^-1
Delta=20 mean waiting time from FFS = 12.29 ms
Delta=20 relative standard error = 5.5 percent
Delta=20 spin steps used by FFS = 3.78e+07
Delta=20 spin steps for equal error by direct counting = 6.94e+12
Delta=20 saving factor = 1.8e+05
\end{verbatim}
